# Screened-Exchange LDA from Generalized Kohn-Sham Theory: test program

```python
"""Screened-exchange LDA (sX-LDA) as a generalized Kohn-Sham scheme.

Result under test (Hartree atomic units, unpolarised electrons):
  H = -1/2 Laplacian + v_ext + v_Hartree + v_xc_LDA(n) - v_sx_loc(n) + Sigma_sx
  Sigma_sx(r,r') = -1/2 rho(r,r') exp(-ks|r-r'|)/|r-r'|,  ks constant
  v_sx_loc = d(n eps_x F)/dn = -(kF/pi) G,  eps_x = -3 kF/(4 pi)
with F and G functions of gamma = ks/kF, and kF = (3 pi^2 n)^(1/3).
The orbital equation is tested in a model cubic crystal: every plane wave has
wavevector (2 pi/a) p/mesh with an integer vector p, and p modulo mesh labels
the Bloch vector, so one array over p holds all occupied orbitals.
"""
from itertools import permutations, product
import numpy as np
from scipy.integrate import quad
from scipy.special import spherical_jn
from scipy.constants import physical_constants
from pyscf.dft import libxc

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
LATTICE = 6.0          # bohr
AMPLITUDE = 0.3        # hartree
VOLUME = LATTICE**3
RECIP = 2 * np.pi / LATTICE
GRID = 12              # real-space points per lattice constant


def fermi(n):
    return (3 * np.pi**2 * n) ** (1 / 3)


def F_energy(g):
    log = np.log1p(4 / g**2)
    return (1 - 4 / 3 * g * np.arctan(2 / g)
            - g**2 / 6 * (1 - (3 + g**2 / 4) * log))


def G_potential(g):
    return 1 - g * np.arctan(2 / g) + g**2 / 4 * np.log1p(4 / g**2)


def sx_energy_density(n, ks):
    kf = fermi(n)
    return -3 * kf / (4 * np.pi) * n * F_energy(ks / kf)


def sx_local_potential(n, ks):
    kf = fermi(n)
    return -kf / np.pi * G_potential(ks / kf)


def lda_xc(n):
    out = libxc.eval_xc("LDA_X,LDA_C_PW", np.atleast_1d(n), spin=0, deriv=1)
    return np.ravel(out[0]), np.ravel(out[1][0])


def sigma_quadrature(k, kf, ks):
    """Screened exchange operator on a plane wave, by integration over the sphere."""
    def integrand(p):
        return p * np.log(((k + p)**2 + ks**2) / ((k - p)**2 + ks**2))
    return -quad(integrand, 0, kf, epsabs=1e-13)[0] / (2 * np.pi * k)


# ---------- uniform gas: closed forms against definitions ----------
worst_F = 0.0
for g in (0.3, 0.8, 1.4, 3.0):
    # exchange hole of the Fermi sphere in real space with a Yukawa interaction
    direct = 4 * quad(lambda x: spherical_jn(1, x)**2 * np.exp(-g * x) / x,
                      0, 40 / g, limit=500)[0]
    worst_F = max(worst_F, abs(direct - F_energy(g)))
assert worst_F < 1e-7

n_mean = 2 / VOLUME
kf = fermi(n_mean)
ks_tf = np.sqrt(4 * kf / np.pi)
gam = ks_tf / kf
worst_G = 0.0
for ks in (0.3, ks_tf, 2.0):
    h = 1e-4 * n_mean
    slope = (sx_energy_density(n_mean + h, ks)
             - sx_energy_density(n_mean - h, ks)) / (2 * h)
    worst_G = max(worst_G, abs(slope - sx_local_potential(n_mean, ks)),
                  abs(sigma_quadrature(kf, kf, ks) - sx_local_potential(n_mean, ks)))
assert worst_G < 1e-7
sigma_bottom = -2 / np.pi * (kf - ks_tf * np.arctan(kf / ks_tf))
assert abs(sigma_quadrature(1e-3 * kf, kf, ks_tf) - sigma_bottom) < 1e-5
sigma_fermi = sigma_quadrature(kf, kf, ks_tf)
assert sigma_fermi > sigma_bottom


def energy_density_local_screening(n):
    return sx_energy_density(n, np.sqrt(4 * fermi(n) / np.pi))


h = 1e-4 * n_mean
v_local_screening = (energy_density_local_screening(n_mean + h)
                     - energy_density_local_screening(n_mean - h)) / (2 * h)
assert abs(v_local_screening
           + kf / np.pi * (F_energy(gam) + G_potential(gam)) / 2) < 1e-7


# ---------- model crystal ----------
def ball(radius):
    ax = np.arange(-radius, radius + 1)
    pts = np.array(np.meshgrid(ax, ax, ax, indexing="ij")).reshape(3, -1).T
    return pts[(pts**2).sum(axis=1) <= radius**2]


class Crystal:
    def __init__(self, mesh, cutoff):
        """cutoff: largest plane-wave vector in units of 2 pi/a."""
        self.mesh, self.nk = mesh, mesh**3
        radius = int(cutoff * mesh)
        side = 6 * radius + 1
        strides = np.array([side * side, side, 1])
        self.centre = 3 * radius * strides.sum()
        self.size = side**3
        waves, transfers = ball(radius), ball(2 * radius)
        self.all_flat = waves @ strides
        self.q_flat = transfers @ strides
        self.q2 = (transfers**2).sum(axis=1) * (RECIP / mesh)**2
        gmax = int(2 * cutoff)
        ax = np.arange(-gmax, gmax + 1)
        gvec = np.array(np.meshgrid(ax, ax, ax, indexing="ij")).reshape(3, -1).T
        self.g_shift = mesh * gvec @ strides
        self.g2 = (gvec**2).sum(axis=1) * RECIP**2
        self.v_ext = np.where((gvec**2).sum(axis=1) == 1, -AMPLITUDE / 2, 0.0)
        ax = np.arange(GRID)
        pts = np.array(np.meshgrid(ax, ax, ax, indexing="ij")).reshape(3, -1).T
        self.cosines = np.cos(2 * np.pi / GRID * (pts @ gvec.T))
        self.kpts, self.flat, self.kin, self.diff, self.stars = [], [], [], [], []
        for k in product(range(mesh // 2 + 1), repeat=3):
            if not k[0] >= k[1] >= k[2]:
                continue
            p = waves[((waves - np.array(k)) % mesh == 0).all(axis=1)]
            star = {}
            for perm in permutations(range(3)):
                for signs in product((1, -1), repeat=3):
                    image = np.array(k)[list(perm)] * np.array(signs) % mesh
                    key = tuple(int(x) for x in image)
                    if key not in star:
                        star[key] = (p[:, list(perm)] * np.array(signs)) @ strides
            d = (p[:, None, :] - p[None, :, :]) // mesh + gmax
            width = 2 * gmax + 1
            self.diff.append((d[..., 0] * width + d[..., 1]) * width + d[..., 2])
            self.kpts.append(np.array(k) / mesh)
            self.flat.append(p @ strides)
            self.kin.append(0.5 * (RECIP / mesh)**2 * (p**2).sum(axis=1))
            self.stars.append(list(star.values()))
        self.weights = np.array([len(s) for s in self.stars])
        assert self.weights.sum() == self.nk

    def spread(self, orbitals):
        """Occupied orbitals of all Bloch vectors from the symmetry-distinct ones."""
        coef = np.zeros(self.size)
        for c, star in zip(orbitals, self.stars):
            for indices in star:
                coef[indices + self.centre] = c
        return coef

    def density(self, coef):
        here = coef[self.all_flat + self.centre]
        there = coef[self.all_flat[None, :] - self.g_shift[:, None] + self.centre]
        return 2 / (VOLUME * self.nk) * (there @ here)

    def fock(self, coef, ks):
        root = np.sqrt(4 * np.pi / (self.q2 + ks**2) / (VOLUME * self.nk))
        result = []
        for flat in self.flat:
            a = coef[flat[:, None] - self.q_flat[None, :] + self.centre] * root
            result.append(-a @ a.T)
        return result

    def fock_energy(self, orbitals, fock):
        return sum(w * (c @ f @ c) for w, c, f
                   in zip(self.weights, orbitals, fock)) / self.nk

    def assemble(self, orbitals, ks=None):
        """Hamiltonian matrices and total energy per cell; ks=None means LDA."""
        coef = self.spread(orbitals)
        n_g = self.density(coef)
        n_r = self.cosines @ n_g
        exc, vxc = lda_xc(n_r)
        e_density, v_r = n_r * exc, vxc.copy()
        if ks is not None:
            e_density = e_density - sx_energy_density(n_r, ks)
            v_r = v_r - sx_local_potential(n_r, ks)
        v_h = np.where(self.g2 > 0, 4 * np.pi * n_g / np.maximum(self.g2, 1e-9), 0)
        v_g = self.v_ext + v_h + self.cosines.T @ v_r / len(v_r)
        hams = [np.diag(t) + v_g[d] for t, d in zip(self.kin, self.diff)]
        energy = VOLUME * (self.v_ext @ n_g + 0.5 * v_h @ n_g + e_density.mean())
        energy += 2 / self.nk * sum(w * (t @ c**2) for w, t, c
                                    in zip(self.weights, self.kin, orbitals))
        if ks is not None:
            fock = self.fock(coef, ks)
            hams = [m + f for m, f in zip(hams, fock)]
            energy += self.fock_energy(orbitals, fock)
        return hams, energy

    def bare_orbitals(self):
        return [np.linalg.eigh(np.diag(t) + self.v_ext[d])[1][:, 0]
                for t, d in zip(self.kin, self.diff)]

    def solve(self, ks=None, start=None, tol=1e-8):
        orbitals = start if start is not None else self.bare_orbitals()
        mixed = None
        for _ in range(60):
            hams, energy = self.assemble(orbitals, ks)
            if mixed is not None:
                change = max(abs(m - o).max() for m, o in zip(hams, mixed))
                if change < tol:
                    break
                hams = [0.8 * m + 0.2 * o for m, o in zip(hams, mixed)]
            mixed = hams
            solved = [np.linalg.eigh(m) for m in mixed]
            orbitals = [s[1][:, 0] for s in solved]
        else:
            raise AssertionError("self-consistency not reached")
        lower = np.array([s[0][0] for s in solved])
        upper = np.array([s[0][1] for s in solved])
        return dict(orbitals=orbitals, energy=energy, solved=solved,
                    gap=upper.min() - lower.max(), width=lower.max() - lower.min(),
                    top=int(lower.argmax()), bottom=int(upper.argmin()))


def energy_slope(crystal, orbitals, ks):
    """Slope of the energy under an orbital rotation: finite difference, matrix."""
    direction = []
    for c, t in zip(orbitals, crystal.kin):
        d = t * c - (t @ c**2) * c
        direction.append(d / np.linalg.norm(d))

    def energy(angle):
        turned = [np.cos(angle) * c + np.sin(angle) * d
                  for c, d in zip(orbitals, direction)]
        return crystal.assemble(turned, ks)[1]
    step = 3e-4
    numeric = (energy(step) - energy(-step)) / (2 * step)
    hams = crystal.assemble(orbitals, ks)[0]
    matrix = 4 / crystal.nk * sum(w * (d @ m @ c) for w, d, m, c in
                                  zip(crystal.weights, direction, hams, orbitals))
    return numeric, matrix


# small mesh: orbital equation, contact limit, return to LDA, cutoff
small = Crystal(2, 2.0)
trial = small.bare_orbitals()
slope_numeric, slope_matrix = energy_slope(small, trial, ks_tf)
assert abs(slope_numeric - slope_matrix) < 1e-6
coef = small.spread(trial)
n_r = small.cosines @ small.density(coef)
ks_big = 1e3
contact = -np.pi / ks_big**2 * VOLUME * (n_r**2).mean()
contact_fock = small.fock_energy(trial, small.fock(coef, ks_big))
assert abs(contact_fock / contact - 1) < 1e-4
small_lda = small.solve()
small_sx = small.solve(ks_tf, small_lda["orbitals"])
slope_end = energy_slope(small, small_sx["orbitals"], ks_tf)[0]
assert abs(slope_end) < 1e-6
dev8, dev16 = [small.solve(ks, small_lda["orbitals"], 1e-10)["gap"]
               - small.solve(None, small_lda["orbitals"], 1e-10)["gap"]
               for ks in (8.0, 16.0)]
assert abs(dev8) < 1e-3 and dev8 / dev16 > 10   # 16 expected, 4 if uncancelled
finer_sx = Crystal(2, 2.5).solve(ks_tf)

# main mesh
main = Crystal(4, 2.0)
lda = main.solve()
runs = {f: main.solve(f * ks_tf, lda["orbitals"], 1e-7) for f in (0.5, 1.0, 2.0)}
sx = runs[1.0]
assert lda["gap"] > 0 and all(r["gap"] > 0 for r in runs.values())
assert runs[0.5]["gap"] > sx["gap"] > runs[2.0]["gap"] > lda["gap"]
h_lda = main.assemble(lda["orbitals"])[0]
h_sx = main.assemble(lda["orbitals"], ks_tf)[0]


def edge_shift(k_index, band):
    c = lda["solved"][k_index][1][:, band]
    return c @ (h_sx[k_index] - h_lda[k_index]) @ c


shift_top = edge_shift(lda["top"], 0)
shift_bottom = edge_shift(lda["bottom"], 1)
n_main = main.cosines @ main.density(main.spread(sx["orbitals"]))
exc_mean, vxc_mean = [x[0] for x in lda_xc(n_mean)]
eps_x = -3 * kf / (4 * np.pi)


def show(label, value, unit="", digits=5):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


print("UNIFORM GAS AT THE MEAN DENSITY")
show("lattice constant", LATTICE, "bohr", 1)
show("external amplitude per cosine", AMPLITUDE, "hartree", 1)
show("mean density", n_mean, "bohr^-3", 6)
show("r_s", (3 / (4 * np.pi * n_mean))**(1 / 3), "bohr", 4)
show("k_F", kf, "bohr^-1")
show("Thomas-Fermi k_s", ks_tf, "bohr^-1")
show("gamma = k_s/k_F", gam)
show("F(gamma)", F_energy(gam))
show("G(gamma)", G_potential(gam))
show("bare exchange energy per electron", eps_x, "hartree")
show("screened exchange energy per electron", eps_x * F_energy(gam), "hartree")
show("LDA xc energy per electron", exc_mean, "hartree")
show("local remainder per electron", exc_mean - eps_x * F_energy(gam), "hartree")
show("LDA xc potential", vxc_mean, "hartree")
show("subtracted local potential v_sx_loc", sx_local_potential(n_mean, ks_tf), "hartree")
show("Sigma_sx at k_F by quadrature", sigma_fermi, "hartree")
show("Sigma_sx at k=0", sigma_bottom, "hartree")
show("occupied-band widening", sigma_fermi - sigma_bottom, "hartree")
show("derivative if k_s followed n(r)", v_local_screening, "hartree")
print(f"largest error of F against quadrature: {worst_F:.1e}")
print(f"largest error of v_sx_loc, two routes: {worst_G:.1e} hartree")
print("MODEL CRYSTAL, TESTS ON 2x2x2 MESH")
show("energy slope, finite difference", slope_numeric, "hartree/rad", 7)
show("energy slope, GKS matrix", slope_matrix, "hartree/rad", 7)
print(f"energy slope at self-consistency: {slope_end:.1e} hartree/rad")
show("contact-limit ratio, k_s=1000 bohr^-1", contact_fock / contact, "", 6)
print(f"gap minus LDA gap, k_s=8 bohr^-1: {dev8:.3e} hartree")
print(f"gap minus LDA gap, k_s=16 bohr^-1: {dev16:.3e} hartree")
show("ratio of these two", dev8 / dev16, "", 2)
show("LDA gap, 2x2x2", small_lda["gap"], "hartree")
show("sX-LDA gap, 2x2x2", small_sx["gap"], "hartree")
show("sX-LDA gap, 2x2x2, cutoff 2.5 not 2.0 (2pi/a)", finer_sx["gap"], "hartree")
print("MODEL CRYSTAL, 4x4x4 MESH, CUTOFF 2.0 (2pi/a)")
show("lowest density on grid", n_main.min(), "bohr^-3")
show("highest density on grid", n_main.max(), "bohr^-3")
print("LDA valence top at k (2pi/a):", main.kpts[lda["top"]])
print("LDA conduction bottom at k (2pi/a):", main.kpts[lda["bottom"]])
print("sX valence top at k (2pi/a):", main.kpts[sx["top"]])
print("sX conduction bottom at k (2pi/a):", main.kpts[sx["bottom"]])
show("LDA total energy per cell", lda["energy"], "hartree")
show("sX-LDA total energy per cell", sx["energy"], "hartree")
show("LDA valence width", lda["width"], "hartree")
show("sX-LDA valence width", sx["width"], "hartree")
show("first-order shift of valence top", shift_top, "hartree")
show("first-order shift of conduction bottom", shift_bottom, "hartree")
show("first-order sX-LDA gap", lda["gap"] + shift_bottom - shift_top, "hartree")
show("LDA gap", lda["gap"], "hartree")
for factor, run in runs.items():
    show(f"sX-LDA gap, k_s = {factor} x Thomas-Fermi", run["gap"], "hartree")
show("LDA gap converted", lda["gap"] * HARTREE_EV, "eV", 3)
show("sX-LDA gap converted", sx["gap"] * HARTREE_EV, "eV", 3)
print("checks complete")
```

Running it gives:

```
UNIFORM GAS AT THE MEAN DENSITY
lattice constant: 6.0 bohr
external amplitude per cosine: 0.3 hartree
mean density: 0.009259 bohr^-3
r_s: 2.9542 bohr
k_F: 0.64963 bohr^-1
Thomas-Fermi k_s: 0.90947 bohr^-1
gamma = k_s/k_F: 1.39998
F(gamma): 0.14910
G(gamma): 0.20085
bare exchange energy per electron: -0.15509 hartree
screened exchange energy per electron: -0.02312 hartree
LDA xc energy per electron: -0.19231 hartree
local remainder per electron: -0.16919 hartree
LDA xc potential: -0.25015 hartree
subtracted local potential v_sx_loc: -0.04153 hartree
Sigma_sx at k_F by quadrature: -0.04153 hartree
Sigma_sx at k=0: -0.05445 hartree
occupied-band widening: 0.01292 hartree
derivative if k_s followed n(r): -0.03618 hartree
largest error of F against quadrature: 4.2e-13
largest error of v_sx_loc, two routes: 5.6e-11 hartree
MODEL CRYSTAL, TESTS ON 2x2x2 MESH
energy slope, finite difference: 0.2299000 hartree/rad
energy slope, GKS matrix: 0.2299000 hartree/rad
energy slope at self-consistency: -1.8e-09 hartree/rad
contact-limit ratio, k_s=1000 bohr^-1: 0.999999
gap minus LDA gap, k_s=8 bohr^-1: 3.622e-05 hartree
gap minus LDA gap, k_s=16 bohr^-1: 2.373e-06 hartree
ratio of these two: 15.26
LDA gap, 2x2x2: 0.13504 hartree
sX-LDA gap, 2x2x2: 0.16628 hartree
sX-LDA gap, 2x2x2, cutoff 2.5 not 2.0 (2pi/a): 0.16419 hartree
MODEL CRYSTAL, 4x4x4 MESH, CUTOFF 2.0 (2pi/a)
lowest density on grid: 0.00005 bohr^-3
highest density on grid: 0.08002 bohr^-3
LDA valence top at k (2pi/a): [0.5 0.5 0.5]
LDA conduction bottom at k (2pi/a): [0.5 0.  0. ]
sX valence top at k (2pi/a): [0.5 0.5 0.5]
sX conduction bottom at k (2pi/a): [0.5 0.  0. ]
LDA total energy per cell: -0.63608 hartree
sX-LDA total energy per cell: -0.64508 hartree
LDA valence width: 0.16081 hartree
sX-LDA valence width: 0.16393 hartree
first-order shift of valence top: -0.02214 hartree
first-order shift of conduction bottom: 0.00560 hartree
first-order sX-LDA gap: 0.16598 hartree
LDA gap: 0.13824 hartree
sX-LDA gap, k_s = 0.5 x Thomas-Fermi: 0.21478 hartree
sX-LDA gap, k_s = 1.0 x Thomas-Fermi: 0.16556 hartree
sX-LDA gap, k_s = 2.0 x Thomas-Fermi: 0.14371 hartree
LDA gap converted: 3.762 eV
sX-LDA gap converted: 4.505 eV
checks complete
```
